# Gautschi and Deuflhard integrators: exact harmonic motion and filtered resonances, part 2

We ask for which time steps \(h\) a numerical integrator stays stable when fast vibrations are coupled to a soft force. The motion is classical, in mass-weighted coordinates \(x\) with velocity \(v=\dot x\):
\[
\ddot x=-\Omega^2x+g(x),\qquad g(x)=-\nabla U(x).
\]
The constant matrix \(\Omega\) is diagonal with entries \(\omega_i\), and \(U\) is the soft potential. The energy is \(H=\tfrac12v\cdot v+\tfrac12x\cdot\Omega^2x+U(x)\). Examples use fs and rad/fs. A mode has phase advance \(\xi=h\omega\) per step, and \(\mathrm{sinc}\,z=\sin z/z\), \(\mathrm{sinc}\,0=1\).

The integrators are
\[
x_{n+1}-2\cos(h\Omega)x_n+x_{n-1}=h^2\,\psi(h\Omega)\,g\bigl(\phi(h\Omega)x_n\bigr),
\tag{2}
\]
with even outer and inner filters \(\psi,\phi\), both 1 at \(\xi=0\):

- Gautschi: \(\psi=\mathrm{sinc}^2(\xi/2)\), \(\phi=1\).
- Deuflhard: \(\psi=\mathrm{sinc}\,\xi\), \(\phi=1\).
- Mollified impulse: \(\psi=\mathrm{sinc}^2\xi\), \(\phi=\mathrm{sinc}\,\xi\).
- Outer sinc-squared: \(\psi=\mathrm{sinc}^2\xi\), \(\phi=1\).

With \(\psi=\psi_1\,\mathrm{sinc}\,\xi\) and \(g_n=g(\phi x_n)\), the one-step form is
\[
\begin{aligned}
u&=v_n+\tfrac h2\psi_1g_n,\\
x_{n+1}&=\cos(h\Omega)x_n+h\,\mathrm{sinc}(h\Omega)\,u,\\
v_{n+1}&=-\Omega\sin(h\Omega)x_n+\cos(h\Omega)u+\tfrac h2\psi_1g_{n+1}.
\end{aligned}
\tag{3}
\]
In Section 6, the velocity change in a half kick per change of position is the kick matrix \(S=-\tfrac h2\,\psi_1U''\phi\). The kick is symplectic if \(S\) is symmetric, and the step is symplectic for every \(U\) when
\[
\psi=\phi\,\mathrm{sinc}\,\xi .
\tag{5}
\]
For comparison, the Verlet recursion for a harmonic force of frequency \(\omega\) requires \(h\omega\le2\).

For one mode with the linear soft force \(g=-\kappa x\),
\[
x_{n+1}-2Cx_n+x_{n-1}=0,\qquad C=\cos\xi-\tfrac12h^2\kappa P,\qquad P=\psi\phi .
\tag{7}
\]
Solutions \(r^n\) have \(r+1/r=2C\). Motion is bounded if \(|C|<1\). If \(|C|>1\), one solution grows as \(e^{\mu n}\) with \(\cosh\mu=|C|\); \(\mu\) is the growth exponent per step. A window is a range of \(\xi\) or \(h\) with \(\mu>0\). We now find the one-mode windows, first for Deuflhard's method and then for Gautschi's.

**Deuflhard.** Put \(a=h^2\kappa/(2\xi)\), so that \(C=\cos\xi-a\sin\xi\). Near a multiple of \(\pi\) write \(\xi=k\pi+\delta\), with integer \(k\ge1\). Then
\[
(-1)^kC=\cos\delta-a\sin\delta=\sqrt{1+a^2}\,\cos(\delta+\alpha),\qquad\tan\alpha=a .
\]
Since \(\cos\alpha=1/\sqrt{1+a^2}\), instability means \(|\cos(\delta+\alpha)|>\cos\alpha\). For \(\kappa>0\) this is
\[
-2\arctan\frac{h^2\kappa}{2\xi}<\delta<0 .
\tag{8}
\]
There is a window just below every multiple of \(\pi\). At \(\xi=k\pi\) itself the position merely repeats, up to a sign, and the kicks always meet the vibration at the same phase. The velocity then gains the same amount in each step, up to that sign.

**Gautschi.** Put \(b=h^2\kappa/\xi^2=\kappa/\omega^2\). Because \(\tfrac12h^2\kappa\,\mathrm{sinc}^2(\xi/2)=2b\sin^2(\xi/2)\),
\[
C=\cos\xi-2b\sin^2(\xi/2)=1-2(1+b)\sin^2(\xi/2).
\]
For \(\kappa>0\), \(C\) never exceeds 1, so there is no window at even multiples of \(\pi\). Near an odd multiple \(\sin^2(\xi/2)=\cos^2(\delta/2)\), and \(C<-1\) requires \(\cos^2(\delta/2)>1/(1+b)\), or \(\tan^2(\delta/2)<b\). Hence
\[
|\delta|<2\arctan\frac{h\sqrt\kappa}{\xi}.
\tag{9}
\]
For weak forces this width is proportional to \(\sqrt\kappa\), whereas Deuflhard's is proportional to \(\kappa\). Gautschi's method removes the even windows but has wider odd ones.

## 10. What the zeros of the filters do

Near \(\xi=k\pi\), and to leading order in small \(h^2\kappa\),
\[
(-1)^kC\approx1-\frac{\delta^2}{2}-(-1)^k\frac{h^2\kappa P}{2}.
\]
Since \(\cosh\mu\approx1+\mu^2/2\), a growing solution has
\[
\mu^2\approx-(-1)^kh^2\kappa P-\delta^2 .
\]
Three cases follow.

1. If \(P(k\pi)\ne0\), a window exists when \((-1)^k\kappa P(k\pi)<0\). Its width in \(\xi\) is \(2h\sqrt{|\kappa P|}\), and the largest exponent is \(h\sqrt{|\kappa P|}\).
2. If \(P\approx P'\delta\), then \(\mu^2\approx w\delta-\delta^2\) with \(w=-(-1)^kh^2\kappa P'\). The window lies between \(\delta=0\) and \(\delta=w\), and the largest exponent, at its middle, is \(|w|/2\).
3. If \(P\) has a zero of order two or more, there is no window for sufficiently small \(h^2|\kappa|\).

The third case needs no expansion. We have
\[
1-|\cos\xi|=\frac{\sin^2\xi}{1+|\cos\xi|}\ge\tfrac12\sin^2\xi ,
\]
so \(|C|\le1\) whenever
\[
h^2|\kappa P|\le\sin^2\xi .
\tag{10}
\]
A double zero of \(P\) allows this inequality to hold right up to the multiple of \(\pi\). A simple zero does not.

For \(h^2\kappa=0.01\) at \(\xi=\pi\), Gautschi's \(P=4/\pi^2\) gives a width \(2(0.1)(2/\pi)=0.127\) and an exponent \(0.064\). Deuflhard's \(|P'|=1/\pi\) gives \(0.0032\) and \(0.0016\). Adding the inner filter \(\phi=\mathrm{sinc}\,\xi\) to Gautschi's method turns the nonzero value into a simple zero with \(|P'|=4/\pi^3\). The window shrinks to \(0.0013\) but remains. The mollified impulse method, with \(P=\mathrm{sinc}^3\xi\), has a triple zero, and the outer sinc-squared method a double one. Neither has a window here.

## 11. A slow mode changes the conditions

Let \(q\) be a slow coordinate with \(\omega=0\), and \(y\) a fast one with frequency \(\omega\). Write
\[
U''=\begin{pmatrix}k&c\\c&d\end{pmatrix},\qquad k>0,\quad h^2k<4 ,
\]
where \(k\) now denotes a curvature. For \(z_n=(q_n,y_n)\) the recursion is \(z_{n+1}-Mz_n+z_{n-1}=0\), with
\[
M=\begin{pmatrix}2-h^2k&-h^2c\phi\\-h^2c\psi&2\cos\xi-h^2dP\end{pmatrix}.
\]
An eigenvector of \(M\) with eigenvalue \(\lambda\) evolves as \(r^n\) with \(r+1/r=\lambda\). There is no exponential growth if all \(\lambda\) are real and lie in \([-2,2]\). We assume \(|\mathrm{tr}\,M|<4\), so that two real eigenvalues cannot both lie above 2 or both below \(-2\). An eigenvalue above 2 is then signalled by \(\det(M-2)<0\), where
\[
\begin{aligned}
\det(M-2)&=h^2k\,[2(1-\cos\xi)+h^2dP]-h^4c^2P\\
&=h^2k\left[2(1-\cos\xi)+h^2P\left(d-\frac{c^2}{k}\right)\right].
\end{aligned}
\]
For one mode, \(C>1\) means \(2(1-\cos\xi)+h^2\kappa P<0\). The condition is the same, with
\[
\kappa_+=d-\frac{c^2}{k}.
\]
This is the curvature felt by \(y\) when \(q\) relaxes to its minimum. Similarly,
\[
\det(M+2)=(4-h^2k)\left[2(1+\cos\xi)-h^2P\kappa_-\right],\qquad
\kappa_-=d+\frac{h^2c^2}{4-h^2k}.
\]
This is the one-mode condition at odd multiples of \(\pi\), with \(\kappa\) replaced by \(\kappa_-\). The slow coordinate here responds to a force that alternates in sign from step to step.

## 12. The sum resonance

The eigenvalues can also become complex. With
\[
D=2-h^2k-2\cos\xi+h^2dP
\]
for the difference of the diagonal entries,
\[
\lambda=\tfrac12\,\mathrm{tr}\,M\pm\tfrac12\sqrt{D^2+4h^4c^2P} .
\]
They are complex, and the motion grows, when
\[
P<0\quad\text{and}\quad|D|<2h^2|c|\sqrt{|P|} .
\tag{11}
\]
Define the slow phase per step by \(2\cos\theta_s=2-h^2k\), with \(0<\theta_s<\pi\). Apart from the small term \(h^2dP\), \(D=0\) means \(\cos\xi=\cos\theta_s\), or \(\xi=2\pi n\pm\theta_s\). For Deuflhard's method \(P=\mathrm{sinc}\,\xi\) is negative just below \(2\pi n\) and positive just above. The lower sign is therefore unstable:
\[
h\omega+\theta_s\approx2\pi n .
\]
Sampled once per step, a fast phase \(2\pi n\pm\theta_s\) cannot be told from a slow phase \(\pm\theta_s\), so the two modes are in resonance for either sign. The sign of \(P\) decides what follows. For \(P<0\) the eigenvalues are complex at \(D=0\) and both amplitudes grow. For \(P>0\) they are real, and the modes exchange amplitude without this growth.

If the term \(h^2dP\) is included in the tuning, so that \(D=0\) holds exactly, then \(\lambda=2\cos\theta_s\pm ih^2|c|\sqrt{|P|}\). Setting \(\lambda=2\cos(\theta_s\mp i\mu)\approx2\cos\theta_s\pm2i\mu\sin\theta_s\) gives, to leading order in \(\mu\),
\[
\mu\approx\frac{h^2|c|\sqrt{|P|}}{2\sin\theta_s}.
\tag{12}
\]

## 13. What a filter can and cannot remove

For filters that satisfy the symplecticity condition (5), \(\psi=\phi\,\mathrm{sinc}\,\xi\), and therefore
\[
P=\phi^2\,\mathrm{sinc}\,\xi .
\]
Its sign is that of \(\mathrm{sinc}\,\xi\) wherever \(\phi\ne0\). The inner filter cannot make the product positive below \(2\pi n\). It multiplies \(\sqrt{|P|}\), and with it the exponent (12) at given \(h\), by \(|\phi|\). For \(0<|\phi|<1\) the sum resonance is weakened and narrowed, not abolished. The narrowing can make a given step stable even with \(\phi\ne0\). At the centre of the resonance, \(D=0\), however, the growth disappears only if \(\phi\) vanishes there, which also cuts the fast mode off from the soft force.

Giving up condition (5) permits \(P\ge0\). The step (3) then no longer preserves the usual symplectic form. For the outer sinc-squared method with no \(\mathrm{sinc}\,\xi_i=0\), it still preserves a form in which each mode has the weight \(\phi/\psi_1=1/\mathrm{sinc}\,\xi\), because multiplying the kick matrix \(S\) of Section 6 by these weights makes it symmetric. A change of variables turns this form into the usual one: scale the position and velocity of each mode by the square root of the magnitude of its weight, and reverse the velocity where the weight is negative, as it is just below \(2\pi n\). The method is therefore symplectic in the new variables, though not in those of (3).

For the same method there is a stability bound for any number of modes. Let \(K=U''\) be constant, symmetric and non-negative, with largest eigenvalue \(\|K\|\), and let \(N=\mathrm{sinc}(h\Omega)\). The matrix
\[
M=2\cos(h\Omega)-h^2N^2K
\]
has the same eigenvalues as the symmetric matrix
\[
S=2\cos(h\Omega)-h^2NKN ,
\]
because \(M=NSN^{-1}\) when \(N\) is invertible; the singular case follows by continuity. The eigenvalues are real, and \(S\le2\) because \(NKN\ge0\). For the lower bound use
\[
\mathrm{sinc}^2\xi=\frac{\sin^2(\xi/2)}{(\xi/2)^2}\cos^2\frac\xi2\le\cos^2\frac\xi2 .
\]
If \(h^2\|K\|\le4\), then for any vector \(u\)
\[
h^2\,u\cdot NKNu\le4\sum_i\mathrm{sinc}^2\xi_i\,u_i^2\le\sum_i(2+2\cos\xi_i)u_i^2 ,
\]
which says \(S\ge-2\). There is then no exponential growth for any value of \(h\omega_i\). The Verlet condition for the soft force alone is therefore sufficient. It need not be necessary, and the actual limit can be larger.

## 14. Worked example: a fast vibration in a soft potential

Take round model parameters: a fast period of 10 fs, so \(\omega=0.62832\) rad/fs, and a soft period of 100 fs, so \(k=(2\pi/100\ \text{fs})^2=0.003948\) fs\(^{-2}\). With a mass-weighted length \(\ell\), let
\[
U=k\ell^2\left[1-\cos\frac{q+y}{\ell}\right].
\]
At the origin all entries of \(U''\) equal \(k\), so \(c=d=k\). Then \(\kappa_+=0\), and no eigenvalue exceeds 2. At odd multiples \(\kappa_-=4k/(4-h^2k)\).

The windows below come from numerical eigenvalues of the matrix that advances \((z_n,z_{n-1})\), for \(h\) from 1 to 21 fs in steps of 0.005 fs. The edges listed are the first and last unstable points of this grid, rounded, and can differ from the true edges by up to 0.01 fs.

| Method | Window (fs) | Peak \(\mu\) |
|---|---|---|
| Gautschi | 4.68–5.32 | 0.202 |
| Gautschi | 14.65–15.36 | 0.226 |
| Deuflhard | 4.95–5.00 | 0.016 |
| Deuflhard | 8.78–9.31 | 0.093 |
| Deuflhard | 14.81–15.00 | 0.060 |
| Deuflhard | 17.47–18.57 | 0.197 |
| Mollified impulse | 9.06–9.10 | 0.0088 |
| Mollified impulse | 18.03–18.12 | 0.016 |
| Outer sinc-squared | none | – |

At \(h=5\) fs, \(h^2k=0.0987\) and \(h^2\kappa_-=0.0987\times4/3.9013=0.101\). For Deuflhard the width in \(\xi\) is about \(0.101/\pi=0.032\), or \(0.05\) fs. For Gautschi the half-width is \(2\arctan(\sqrt{0.101}/\pi)=0.20\), or \(0.32\) fs. Both agree with the table.

The windows near 15 fs are of the same kind, at \(\xi=3\pi\). The Deuflhard windows near 9 and 18 fs are sum resonances. The first has \(D=0\) at \(h=9.04\) fs, where \(h^2k=0.322\), \(\sin\theta_s=0.544\) and \(P=-0.100\). Equation (12) gives
\[
\mu\approx\frac{0.322\sqrt{0.100}}{2(0.544)}=0.094 ,
\]
and the eigenvalue calculation gives \(0.0926\). For the mollified impulse method the centre is at \(9.08\) fs, where \(\phi=-0.096\), and the exponent is \(0.0088\). The ratio of the exponents, \(0.095\), is close to \(|\phi|\), as expected for centres at nearly the same step. An amplitude now takes about 113 steps, or 1.0 ps, to grow by a factor \(e\), instead of 11 steps.

The outer sinc-squared method has no window in the scan. Here \(\|K\|=2k\), and the bound \(h^2\|K\|\le4\) allows steps up to \(22.5\) fs.

## 15. Bounded motion is not yet accurate motion

The full nonlinear model was run for 4000 steps of \(9.0789\) fs, the centre of the mollified impulse resonance, starting at rest with \(q=0.01\,\ell\) and \(y=0\). The largest value of \(H\) reached \(1.0\times10^6\) times the initial energy with Deuflhard's method and \(8.8\times10^4\) times with the mollified impulse method. The second figure depends on the exact step: it is \(7.5\times10^4\) at \(9.075\) fs, \(9.1\times10^4\) at \(9.08\) fs and \(1.1\times10^5\) at \(9.085\) fs. The linear law would give the latter an amplitude factor of about \(e^{35}\). It fails once the argument of the cosine in \(U\) is no longer small, and the growth seen is far less. The inner filter delayed the instability, but over this run did not prevent a gross error.

With the Gautschi and outer sinc-squared methods the largest energy equalled the initial one to four digits. This excludes growth, but does not show that the energy stayed constant or went to the right place. For \(\phi=1\) and \(D\approx0\), the eigenvectors of \(M\) are approximately \((1,\pm\sqrt\psi)\). A start with \(q=q_0\), \(y=0\) mixes them equally, and the beat between them carries the fast amplitude up to about \(\sqrt\psi\,q_0\).

For the outer sinc-squared method this is \(|\mathrm{sinc}\,\xi|\,q_0=0.096\,q_0\). In the true motion, to leading order in \(k/\omega^2=0.01\), the fast mode has a forced displacement and a free oscillation of about \(0.01\,q_0\) each, at most \(0.02\,q_0\) together. The computed fast energy can reach
\[
\tfrac12\omega^2(0.096\,q_0)^2=0.92\times\tfrac12kq_0^2 ,
\]
so nearly all the slow energy passes into the vibration and back. This exchange is an artefact of the step length. In a simulation meant to follow energy flow between modes, steps near \(h\omega=2\pi n\pm\theta_s\) should be avoided even with this filter.

The analysis assumes a constant \(\Omega\) and a soft force linearized about a minimum. If the stiff frequencies change during the motion, a trajectory can drift into a window. Anharmonic terms in \(U\) can couple further combinations of frequencies, which the product \(P\) alone does not describe.
